**Two-site chemisorption and the limits of its algebraic tail**

The program studies $dv/dt=-kv^2$, whose solution for an initially bare surface is $\theta=kt/(1+kt)$; here $\theta$ is the filled fraction of sites, $v=1-\theta$ the vacant fraction and $k$ the rate constant. It asserts that numerical integration agrees with this law, that successive equal-step increments have a changing ratio, and that a continuous mixture of one-site rates gives the same curve. Random filling of a chain by immobile pairs is compared with the analytical jamming law. Square-lattice runs show a vacancy of 0.010 with hopping and 0.092 without it at $kt=99$, where mean field gives 0.010. For the platinum example, with rough typical inputs, the output gives 13 ms to 90 % coverage and 143 ms to 99 %, whereas an exponential fixed at 90 % predicts 26 ms for 99 %. Further assertions cover the delay caused by gas supply, the tail amplitude under a coverage-dependent barrier, and the vacancy floor and final relaxation rate set by desorption. Taken separately, gas supply raises the 99 % time to 185 ms and the coverage-dependent barrier raises it to 378 ms.

## Numerical check

```python
"""Two-site chemisorption: dv/dt = -k v^2 gives theta = k t/(1+k t).
theta: filled fraction, v = 1-theta: vacant fraction, k: rate constant.
The result assumes irreversible filling, constant pressure and mixed vacancies.
Lattice simulations test the mixing condition; rate equations test the limits.
The example is O2 on clean Pt(111)-like metal, with rough typical inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, curve_fit, minimize_scalar


def integrate(rhs, end, start):
    sol = solve_ivp(rhs, (0, end), start, method="LSODA",
                    rtol=1e-10, atol=1e-13, dense_output=True)
    assert sol.success
    return sol.sol


# ---------- basic law, in dimensionless time x = k t ----------
basic = integrate(lambda x, y: [-y[0]**2], 1200.0, [1.0])
for x in (0.3, 1.0, 9.0, 99.0, 999.0):
    assert abs(basic(x)[0] * (1 + x) - 1) < 1e-5


def time_to(fraction):
    return brentq(lambda x: 1 - basic(x)[0] - fraction, 0, 1200)


x50, x90, x99, x999 = [time_to(f) for f in (0.5, 0.9, 0.99, 0.999)]
for f, x in zip((0.5, 0.9, 0.99, 0.999), (x50, x90, x99, x999)):
    assert abs(x / (f / (1 - f)) - 1) < 1e-4

# Equal-step increments: a constant ratio would be needed for an exponential
step = 1.0
ratios = []
for x in (0.0, 1.0, 5.0):
    a, b, c = [1 - basic(x + j * step)[0] for j in range(3)]
    ratios.append((c - b) / (b - a))
    assert abs(ratios[-1] - (1 + x) / (1 + x + 2 * step)) < 1e-5

# A continuous mixture of first-order rates gives the same curve
for x in (0.5, 5.0, 50.0):
    mixture = quad(lambda s: np.exp(-s) * np.exp(-s * x), 0, np.inf)[0]
    assert abs(mixture - basic(x)[0]) < 1e-6

# ---------- best single exponential ----------
grid = np.geomspace(1e-3, 1e4, 8001)


def deviation(c):
    return 1 / (1 + grid) - np.exp(-c * grid)


best = minimize_scalar(lambda c: np.max(np.abs(deviation(c))),
                       bounds=(0.1, 1.0), method="bounded",
                       options={"xatol": 1e-8})
best_dev = deviation(best.x)
assert abs(best_dev.max() + best_dev.min()) < 1e-3

fits = {}
for window in (10.0, 100.0):
    xs = np.linspace(0, window, 2001)
    ys = 1 - basic(xs)[0]
    par, _ = curve_fit(lambda x, A, B, c: A - B * np.exp(-c * x),
                       xs, ys, p0=(0.9, 0.8, 3 / window**0.7))
    err = np.max(np.abs(par[0] - par[1] * np.exp(-par[2] * xs) - ys))
    fits[window] = (par[0], par[2], err)
assert fits[10.0][0] < fits[100.0][0] < 1
assert fits[10.0][1] > 1.5 * fits[100.0][1]

# ---------- immobile pairs on a chain ----------
rng = np.random.default_rng(7)
n_chain = 200000
arrival = rng.exponential(1.0, n_chain)  # time in units of 1/r
filled = [False] * n_chain
event_times = []
for bond in np.argsort(arrival).tolist():
    right = (bond + 1) % n_chain
    if not filled[bond] and not filled[right]:
        filled[bond] = filled[right] = True
        event_times.append(arrival[bond])
event_times = np.array(event_times)


def chain_vacant(rt):
    return 1 - 2 * np.sum(event_times <= rt) / n_chain


def chain_formula(rt):
    return np.exp(-2 * (1 - np.exp(-rt)))


chain_jam = chain_vacant(np.inf)
for rt in (0.5, 1.0, 3.0, np.inf):
    assert abs(chain_vacant(rt) - chain_formula(rt)) < 0.004
sim_gap = chain_vacant(3.0) - chain_jam
assert abs(sim_gap / (chain_formula(3.0) - np.exp(-2)) - 1) < 0.12

# ---------- square lattice, with and without hopping ----------
fill_prob = 0.02  # each bond is tried in 1/4 of the steps, so k = 4 r


def lattice(mobile, size=300):
    vacant = np.ones((size, size), dtype=bool)
    record = {}
    for n in range(1, 4951):
        if rng.random() < 0.5:
            vacant = vacant.T
        if rng.random() < 0.5:
            vacant = np.roll(vacant, 1, axis=1)
        left, right = vacant[:, 0::2], vacant[:, 1::2]
        u = rng.random((size, size // 2), dtype=np.float32)
        flip = left & right & (u < fill_prob)
        if mobile:
            flip |= (left ^ right) & (u < 0.5)
        left ^= flip
        right ^= flip
        if n in (50, 450, 4950):
            record[round(n * fill_prob)] = vacant.mean()
    return record


mobile, frozen = lattice(True), lattice(False)
# Tolerances cover counting noise and the finite hopping rate
for x, tol in ((1, 0.03), (9, 0.06), (99, 0.15)):
    assert abs(mobile[x] * (1 + x) - 1) < tol
assert frozen[99] > 5 * mobile[99]

# ---------- worked example ----------
T = 573.0
P_torr = 0.01
P = P_torr * const.torr
mass = 31.998 * const.atomic_mass
kT = const.k * T
kT_eV = kT / const.e
lattice_nm = 0.392
sites = 0.25 * 4 / (np.sqrt(3) * lattice_nm**2)  # per nm^2
s0 = 0.05
flux = P / np.sqrt(2 * np.pi * mass * kT)
speed = np.sqrt(kT / mass)
mean_normal = speed / np.sqrt(2 * np.pi) * quad(
    lambda q: q * np.exp(-q * q / 2), 0, 12)[0]
assert abs(P / kT * mean_normal / flux - 1) < 1e-8
flux_nm = flux * 1e-18
k = 2 * s0 * flux_nm / sites
t50, t90, t99, t999 = [x / k for x in (x50, x90, x99, x999)]
t99_exp = t90 * np.log(100) / np.log(10)
theta_at_exp = 1 - basic(k * t99_exp)[0]

# Mixing by adatom hopping
attempt, E_hop = 1e13, 0.55
hop = attempt * np.exp(-E_hop / kT_eV)
assert hop > 1e3 * k

# Stirred gas: finite residence time and consumption by the surface
tau, height = 0.020, 0.01
uptake = (sites * 1e18 / 2) / (P / kT * height)


def gas_rhs(t, y):
    v, x = y
    loss = k * x * v * v
    return [-loss, (1 - x) / tau - uptake * loss]


gas = integrate(gas_rhs, 2.0, [1.0, 0.0])
t99_gas = brentq(lambda t: gas(t)[0] - 0.01, 0, 2)
delay = tau * (1 + uptake)
# At 99 % coverage theta is 0.99 in the consumed amount
assert abs(t99_gas - (t99 + tau * (1 + 0.99 * uptake))) < 2e-3 * t99_gas
t999_gas = brentq(lambda t: gas(t)[0] - 0.001, 0, 2)
assert abs((t999_gas - t999) / delay - 1) < 0.01

# Adsorption barrier growing linearly with coverage
E_rep = 0.05
w = E_rep / kT_eV
rep = integrate(lambda x, y: [-y[0]**2 * np.exp(-w * (1 - y[0]))],
                1e5, [1.0])
x99_rep = brentq(lambda x: rep(x)[0] - 0.01, 0, 1e4)
x99_quad = quad(lambda v: np.exp(w * (1 - v)) / v**2, 0.01, 1)[0]
assert abs(x99_rep / x99_quad - 1) < 1e-4
assert abs(1e5 * rep(1e5)[0] / np.exp(w) - 1) < 2e-3

# Recombinative desorption
E_des = 1.8
kd = attempt * np.exp(-E_des / kT_eV)
floor = np.sqrt(kd) / (np.sqrt(k) + np.sqrt(kd))
relax = 2 * np.sqrt(k * kd)
des = integrate(lambda t, y: [-k * y[0]**2 + kd * (1 - y[0])**2],
                20 / relax, [1.0])
assert abs(des(20 / relax)[0] / floor - 1) < 1e-4
d1, d2 = [des(z / relax)[0] - floor for z in (5, 7)]
assert abs(np.log(d1 / d2) / 2 - 1) < 0.02
t99_des = brentq(lambda t: des(t)[0] - 0.01, 0, 20 / relax)

# ---------- output ----------
print(f"Dimensionless k*t at 50, 90, 99, 99.9 %: {x50:.3f}, {x90:.3f}, "
      f"{x99:.2f}, {x999:.1f}")
print(f"t99/t90: two-site {x99/x90:.2f}, exponential "
      f"{np.log(100)/np.log(10):.2f}")
print("Increment ratios, k*h=1, from k*t=0,1,5:",
      ", ".join(f"{r:.4f}" for r in ratios))
print(f"Best exponential on half line: c = {best.x:.4f}, "
      f"max coverage error = {best.fun:.4f}")
for window, (A, c, err) in fits.items():
    print(f"Free-plateau fit to k*t={window:.0f}: plateau {A:.4f}, "
          f"rate/k {c:.4f}, max error {err:.4f}")
print(f"Immobile chain: jammed vacancy {chain_jam:.4f} simulated, "
      f"{np.exp(-2):.4f} formula")
print(f"Immobile chain at r*t=1: vacancy {chain_vacant(1):.4f} simulated, "
      f"{chain_formula(1):.4f} formula")
for x in (1, 9, 99):
    print(f"Square lattice k*t={x}: vacancy hopping {mobile[x]:.4f}, "
          f"immobile {frozen[x]:.4f}, mean field {1/(1+x):.4f}")
print(f"Lattice fill probability per tried vacant pair: {fill_prob:.2f}")
print(f"Temperature: {T:.0f} K; O2 pressure: {P_torr:.3f} Torr")
print(f"Thermal energy: {kT_eV:.5f} eV")
print(f"O2 molecular mass: {mass:.4e} kg")
print(f"Pt lattice constant (rough input): {lattice_nm:.3f} nm")
print(f"Saturation site density: {sites:.3f} nm^-2")
print(f"Initial sticking (rough input): {s0:.3f}")
print(f"Impingement flux: {flux_nm:.4e} nm^-2 s^-1")
print(f"Rate constant k: {k:.2f} s^-1")
print(f"Time to 50 %: {t50*1e3:.3f} ms")
print(f"Time to 90 %: {t90*1e3:.2f} ms")
print(f"Time to 99 %: {t99*1e3:.1f} ms")
print(f"Time to 99.9 %: {t999*1e3:.0f} ms")
print(f"99 % time extrapolated by exponential from 90 %: "
      f"{t99_exp*1e3:.2f} ms")
print(f"True model coverage at that time: {theta_at_exp:.4f}")
print(f"Attempt frequency (rough input): {attempt:.1e} s^-1")
print(f"Hopping barrier (rough input): {E_hop:.2f} eV")
print(f"Hopping rate: {hop:.3e} s^-1; hopping rate/k: {hop/k:.3e}")
print(f"Gas residence time: {tau*1e3:.0f} ms; gas height: "
      f"{height*100:.1f} cm")
print(f"Uptake ratio R: {uptake:.3f}; tail delay: {delay*1e3:.1f} ms")
print(f"Time to 99 % with gas supply: {t99_gas*1e3:.1f} ms")
print(f"Coverage barrier at saturation (rough input): {E_rep:.3f} eV")
print(f"Barrier ratio w: {w:.4f}; tail factor exp(w): {np.exp(w):.3f}")
print(f"Time to 99 % with coverage barrier: {x99_rep/k*1e3:.1f} ms")
print(f"Desorption barrier (rough input): {E_des:.2f} eV")
print(f"Desorption coefficient kd: {kd:.3e} s^-1")
print(f"Vacancy floor: {floor:.3e}; final relaxation rate: "
      f"{relax:.3f} s^-1")
print(f"Time to 99 % with desorption: {t99_des*1e3:.1f} ms")
print("PASS")
```

Printed output:

```
Dimensionless k*t at 50, 90, 99, 99.9 %: 1.000, 9.000, 99.00, 999.0
t99/t90: two-site 11.00, exponential 2.00
Increment ratios, k*h=1, from k*t=0,1,5: 0.3333, 0.5000, 0.7500
Best exponential on half line: c = 0.5317, max coverage error = 0.1019
Free-plateau fit to k*t=10: plateau 0.8844, rate/k 0.6265, max error 0.1047
Free-plateau fit to k*t=100: plateau 0.9753, rate/k 0.3421, max error 0.2399
Immobile chain: jammed vacancy 0.1366 simulated, 0.1353 formula
Immobile chain at r*t=1: vacancy 0.2832 simulated, 0.2825 formula
Square lattice k*t=1: vacancy hopping 0.4958, immobile 0.4770, mean field 0.5000
Square lattice k*t=9: vacancy hopping 0.1006, immobile 0.1120, mean field 0.1000
Square lattice k*t=99: vacancy hopping 0.0102, immobile 0.0921, mean field 0.0100
Lattice fill probability per tried vacant pair: 0.02
Temperature: 573 K; O2 pressure: 0.010 Torr
Thermal energy: 0.04938 eV
O2 molecular mass: 5.3134e-26 kg
Pt lattice constant (rough input): 0.392 nm
Saturation site density: 3.757 nm^-2
Initial sticking (rough input): 0.050
Impingement flux: 2.5942e+04 nm^-2 s^-1
Rate constant k: 690.46 s^-1
Time to 50 %: 1.448 ms
Time to 90 %: 13.03 ms
Time to 99 %: 143.4 ms
Time to 99.9 %: 1447 ms
99 % time extrapolated by exponential from 90 %: 26.07 ms
True model coverage at that time: 0.9474
Attempt frequency (rough input): 1.0e+13 s^-1
Hopping barrier (rough input): 0.55 eV
Hopping rate: 1.454e+08 s^-1; hopping rate/k: 2.106e+05
Gas residence time: 20 ms; gas height: 1.0 cm
Uptake ratio R: 1.115; tail delay: 42.3 ms
Time to 99 % with gas supply: 185.4 ms
Coverage barrier at saturation (rough input): 0.050 eV
Barrier ratio w: 1.0126; tail factor exp(w): 2.753
Time to 99 % with coverage barrier: 377.8 ms
Desorption barrier (rough input): 1.80 eV
Desorption coefficient kd: 1.473e-03 s^-1
Vacancy floor: 1.459e-03; final relaxation rate: 2.017 s^-1
Time to 99 % with desorption: 144.4 ms
PASS
```
